# How the Starting Point Affects the G0W0 Ionization Energy of Water: test program

```python
"""
Result under test: for water, the first ionization energy from G0W0 depends
far less on the starting point (PBE, PBE0, Hartree-Fock) than the input
highest occupied eigenvalue does.

Symbols (hartree atomic units, closed shell, real orbitals):
  eps    input orbital energies; p = homo, the highest occupied orbital
  fock   expectation values of the Fock operator in the input orbitals
  Omega  excitation energies of the random-phase approximation (RPA)
  w2     squared couplings of p to orbital m plus excitation s
  Sigma_c(E) = sum_ms w2[m,s] / (E - pole[m,s]),
         pole = eps_m - Omega_s (m occupied), eps_m + Omega_s (m empty)
  E      quasiparticle energy, E = fock_p + Sigma_c(E); ionization energy -E
  Z      1 / (1 - dSigma_c/dE), the weight of the peak at E;
         a rigid shift c of eps gives dE/dc = 1 - Z
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, dft, ao2mo

EV = physical_constants["Hartree energy in eV"][0]
STARTS = ("PBE", "PBE0", "HF")
BOND, ANGLE = 1.81, 104.5


def make_water(basis):
    half = np.radians(ANGLE) / 2
    y, z = BOND * np.sin(half), BOND * np.cos(half)
    return gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
                 unit="Bohr", basis=basis, verbose=0)


def mean_field(mol, name):
    """Orbitals, eigenvalues, Fock expectation values and integrals."""
    if name == "HF":
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = name
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    dm = mf.make_rdm1()
    coulomb, exchange = mf.get_jk(mol, dm)
    vxc = np.asarray(mf.get_veff(mol, dm)) - coulomb
    c = mf.mo_coeff
    change = np.einsum("up,uv,vp->p", c, -0.5 * exchange - vxc, c)
    n = c.shape[1]
    eri = ao2mo.restore(1, ao2mo.kernel(mol, c), n)
    hcore = np.einsum("up,uv,vp->p", c, mf.get_hcore(), c)
    return dict(c=c, eps=mf.mo_energy, fock=mf.mo_energy + change,
                eri=eri, hcore=hcore, nocc=mol.nelectron // 2)


def rpa_poles(eri, eps, nocc):
    """RPA energies, and poles and squared couplings of Sigma_c for the homo."""
    n = len(eps)
    gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    nov = gaps.size
    kernel = eri[:nocc, nocc:, :nocc, nocc:].reshape(nov, nov)
    root = np.sqrt(gaps)
    matrix = np.diag(gaps**2) + 4 * root[:, None] * kernel * root[None, :]
    omega_sq, vectors = np.linalg.eigh(matrix)
    omega = np.sqrt(omega_sq)
    x_plus_y = root[:, None] * vectors / np.sqrt(omega)
    pairs = eri[nocc - 1][:, :nocc, nocc:].reshape(n, nov)
    w2 = 2 * (pairs @ x_plus_y) ** 2
    sign = np.where(np.arange(n) < nocc, -1.0, 1.0)
    poles = eps[:, None] + sign[:, None] * omega[None, :]
    return omega, poles, w2


def quasiparticle(static, poles, w2, nocc):
    """The single root between the nearest poles with nonzero coupling."""
    active = w2 > 1e-8
    low = poles[:nocc][active[:nocc]].max()
    high = poles[nocc:][active[nocc:]].min()
    energy = brentq(lambda e: e - static - np.sum(w2 / (e - poles)),
                    low + 1e-9, high - 1e-9, xtol=1e-13, rtol=1e-13)
    z = 1 / (1 + np.sum(w2 / (energy - poles) ** 2))
    return energy, z, low, high


def all_peaks(static, poles, w2):
    """Every solution and its weight, from one symmetric matrix.

    Couplings that vanish by symmetry (below 1e-12) are left out.
    """
    coupled = w2 > 1e-12
    matrix = np.diag(np.concatenate([[static], poles[coupled]]))
    matrix[0, 1:] = matrix[1:, 0] = np.sqrt(w2[coupled])
    energies, vectors = np.linalg.eigh(matrix)
    return energies, vectors[0] ** 2


def g0w0(data, energies=None):
    eps = data["eps"] if energies is None else energies
    nocc = data["nocc"]
    omega, poles, w2 = rpa_poles(data["eri"], eps, nocc)
    static = data["fock"][nocc - 1]
    energy, z, low, high = quasiparticle(static, poles, w2, nocc)
    return dict(E=energy, Z=z, low=low, high=high, omega=omega[0],
                sigma=np.sum(w2 / (energy - poles)), poles=poles, w2=w2)


def contour_sigma(data, points, n_grid=200):
    """Sigma_c by contour deformation; W from inversion, no RPA eigenvalues."""
    eps, nocc, eri = data["eps"], data["nocc"], data["eri"]
    n = len(eps)
    gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    kernel = eri[:nocc, nocc:, :nocc, nocc:].reshape(gaps.size, gaps.size)
    pairs = eri[nocc - 1][:, :nocc, nocc:].reshape(n, gaps.size)

    def screened(freq_squared):
        inverse_chi0 = np.diag((freq_squared - gaps**2) / (4 * gaps))
        solved = np.linalg.solve(inverse_chi0 - kernel, pairs.T)
        return np.einsum("mk,km->m", pairs, solved)

    t, weight = np.polynomial.legendre.leggauss(n_grid)
    freq = 0.5 * (1 + t) / (1 - t)
    weight = weight / (1 - t) ** 2
    w_imag = np.array([screened(-f * f) for f in freq])
    values = []
    for e in points:
        a = e - eps
        lorentz = a[None, :] / (a[None, :] ** 2 + freq[:, None] ** 2)
        total = -np.sum(weight[:, None] * w_imag * lorentz) / np.pi
        for m in range(n):
            if m < nocc and a[m] < 0:
                total -= screened(a[m] ** 2)[m]
            elif m >= nocc and a[m] > 0:
                total += screened(a[m] ** 2)[m]
        values.append(total)
    return np.array(values)


def spread(values):
    return max(values) - min(values)


mol = make_water("cc-pvdz")
data = {s: mean_field(mol, s) for s in STARTS}
result = {s: g0w0(data[s]) for s in STARTS}
nocc = data["HF"]["nocc"]
homo = nocc - 1
contour_error, shift_slope, next_weight = {}, {}, {}

for s in STARTS:
    d, r = data[s], result[s]
    # Fock expectation value: eigenvalue route against explicit integrals
    direct = d["hcore"][homo] + sum(
        2 * d["eri"][homo, homo, i, i] - d["eri"][homo, i, i, homo]
        for i in range(nocc))
    assert abs(direct - d["fock"][homo]) < 1e-5
    # pole sum and its slope against contour deformation
    h = 1e-3
    below, centre, above = contour_sigma(d, [r["E"] - h, r["E"], r["E"] + h])
    contour_error[s] = abs(centre - r["sigma"])
    assert contour_error[s] < 1e-7
    assert abs(1 / (1 - (above - below) / (2 * h)) - r["Z"]) < 1e-4
    # the root is the strongest of all peaks; weights add up to one,
    # so a weight above one half is sufficient for that
    peak_energies, peak_weights = all_peaks(d["fock"][homo], r["poles"],
                                            r["w2"])
    order = np.argsort(peak_weights)
    assert abs(peak_energies[order[-1]] - r["E"]) < 1e-6
    assert abs(peak_weights[order[-1]] - r["Z"]) < 1e-5
    next_weight[s] = peak_weights[order[-2]]
    assert r["Z"] > 0.5
    # response to a rigid shift of all input eigenvalues
    up = g0w0(d, d["eps"] + h)["E"]
    down = g0w0(d, d["eps"] - h)["E"]
    shift_slope[s] = (up - down) / (2 * h)
    assert abs(shift_slope[s] - (1 - r["Z"])) < 1e-4

# PBE orbitals with Fock expectation values as energies in G and W
mixed = g0w0(data["PBE"], data["PBE"]["fock"])
assert (abs(mixed["sigma"] - result["HF"]["sigma"])
        < abs(mixed["sigma"] - result["PBE"]["sigma"]))

overlap_matrix = mol.intor("int1e_ovlp")
hf_homo = data["HF"]["c"][:, homo]
overlap = {s: abs(hf_homo @ overlap_matrix @ data[s]["c"][:, homo])
           for s in STARTS}
assert min(overlap.values()) > 0.98

input_ie = {s: -data[s]["eps"][homo] for s in STARTS}
gw_ie = {s: -result[s]["E"] for s in STARTS}
input_spread = spread(input_ie.values())
gw_spread = spread(gw_ie.values())
assert gw_spread < 0.25 * input_spread

# the same comparison with diffuse functions
mol_aug = make_water("aug-cc-pvdz")
aug_input, aug_gw = {}, {}
for s in STARTS:
    d = mean_field(mol_aug, s)
    r = g0w0(d)
    assert r["Z"] > 0.5
    aug_input[s], aug_gw[s] = -d["eps"][homo], -r["E"]
assert spread(aug_gw.values()) < 0.25 * spread(aug_input.values())


def row(label, values, digits=4):
    print(f"{label:<46}" + "".join(f"{values[s]:>10.{digits}f}" for s in STARTS))


print(f"O-H bond length {BOND} bohr, H-O-H angle {ANGLE} degrees")
print(f"cc-pVDZ: {mol.nao} orbitals, {nocc} occupied, "
      f"{nocc * (mol.nao - nocc)} transitions")
print(f"{'start':<46}" + "".join(f"{s:>10}" for s in STARTS))
row("HOMO eigenvalue (hartree)", {s: data[s]["eps"][homo] for s in STARTS})
row("HOMO-LUMO gap (hartree)",
    {s: data[s]["eps"][nocc] - data[s]["eps"][homo] for s in STARTS})
row("lowest RPA excitation (hartree)", {s: result[s]["omega"] for s in STARTS})
row("Fock expectation value (hartree)",
    {s: data[s]["fock"][homo] for s in STARTS})
row("Sigma_c at the root (hartree)", {s: result[s]["sigma"] for s in STARTS})
row("quasiparticle energy E (hartree)", {s: result[s]["E"] for s in STARTS})
row("nearest active pole below E (hartree)",
    {s: result[s]["low"] for s in STARTS})
row("nearest active pole above E (hartree)",
    {s: result[s]["high"] for s in STARTS})
row("weight Z (no unit)", {s: result[s]["Z"] for s in STARTS})
row("next strongest peak weight (no unit)", next_weight)
row("dE/dc from shifted eigenvalues (no unit)", shift_slope)
row("HOMO overlap with HF HOMO (no unit)", overlap, 5)
row("minus HOMO eigenvalue (eV)", {s: EV * input_ie[s] for s in STARTS}, 2)
row("G0W0 ionization energy (eV)", {s: EV * gw_ie[s] for s in STARTS}, 2)
print(f"spread of input eigenvalues: {input_spread:.4f} hartree "
      f"= {EV * input_spread:.2f} eV")
print(f"spread of G0W0 ionization energies: {gw_spread:.4f} hartree "
      f"= {EV * gw_spread:.2f} eV")
print(f"ratio G0W0 spread / input spread: {gw_spread / input_spread:.3f}")
fock_spread = spread([data[s]["fock"][homo] for s in STARTS])
sigma_spread = spread([result[s]["sigma"] for s in STARTS])
print(f"spread of Fock expectation values: {fock_spread:.4f} hartree")
print(f"spread of Sigma_c: {sigma_spread:.4f} hartree")
print("mixed run: PBE orbitals, Fock expectation values as energies")
print(f"  mixed HOMO-LUMO gap: "
      f"{data['PBE']['fock'][nocc] - data['PBE']['fock'][homo]:.4f} hartree")
print(f"  mixed Sigma_c: {mixed['sigma']:.4f} hartree")
print(f"  mixed E: {mixed['E']:.4f} hartree")
print(f"  orbital effect, E(mixed) - E(HF): "
      f"{mixed['E'] - result['HF']['E']:.4f} hartree")
print(f"  eigenvalue effect, E(PBE) - E(mixed): "
      f"{result['PBE']['E'] - mixed['E']:.4f} hartree")
print(f"largest pole-sum/contour difference: "
      f"{max(contour_error.values()):.1e} hartree")
print(f"aug-cc-pVDZ: {mol_aug.nao} orbitals")
row("aug: minus HOMO eigenvalue (eV)",
    {s: EV * aug_input[s] for s in STARTS}, 2)
row("aug: G0W0 ionization energy (eV)", {s: EV * aug_gw[s] for s in STARTS}, 2)
print(f"aug: input spread {EV * spread(aug_input.values()):.2f} eV, "
      f"G0W0 spread {EV * spread(aug_gw.values()):.2f} eV")
print(f"aug: ratio of spreads "
      f"{spread(aug_gw.values()) / spread(aug_input.values()):.3f}")
print("tests ok")
```

It prints:

```
O-H bond length 1.81 bohr, H-O-H angle 104.5 degrees
cc-pVDZ: 24 orbitals, 5 occupied, 95 transitions
start                                                PBE      PBE0        HF
HOMO eigenvalue (hartree)                        -0.2249   -0.3015   -0.4931
HOMO-LUMO gap (hartree)                           0.2590    0.3719    0.6786
lowest RPA excitation (hartree)                   0.2812    0.3934    0.6973
Fock expectation value (hartree)                 -0.4937   -0.4913   -0.4931
Sigma_c at the root (hartree)                     0.0832    0.0677    0.0463
quasiparticle energy E (hartree)                 -0.4105   -0.4236   -0.4468
nearest active pole below E (hartree)            -0.5850   -0.7727   -1.2638
nearest active pole above E (hartree)             0.3153    0.4638    0.8827
weight Z (no unit)                                0.8674    0.9100    0.9506
next strongest peak weight (no unit)              0.0293    0.0183    0.0086
dE/dc from shifted eigenvalues (no unit)          0.1326    0.0900    0.0494
HOMO overlap with HF HOMO (no unit)              0.99999   0.99999   1.00000
minus HOMO eigenvalue (eV)                          6.12      8.20     13.42
G0W0 ionization energy (eV)                        11.17     11.53     12.16
spread of input eigenvalues: 0.2683 hartree = 7.30 eV
spread of G0W0 ionization energies: 0.0363 hartree = 0.99 eV
ratio G0W0 spread / input spread: 0.135
spread of Fock expectation values: 0.0023 hartree
spread of Sigma_c: 0.0368 hartree
mixed run: PBE orbitals, Fock expectation values as energies
  mixed HOMO-LUMO gap: 0.6896 hartree
  mixed Sigma_c: 0.0484 hartree
  mixed E: -0.4453 hartree
  orbital effect, E(mixed) - E(HF): 0.0015 hartree
  eigenvalue effect, E(PBE) - E(mixed): 0.0348 hartree
largest pole-sum/contour difference: 4.0e-15 hartree
aug-cc-pVDZ: 41 orbitals
aug: minus HOMO eigenvalue (eV)                     7.23      9.07     13.86
aug: G0W0 ionization energy (eV)                   11.24     11.75     12.49
aug: input spread 6.63 eV, G0W0 spread 1.24 eV
aug: ratio of spreads 0.188
tests ok
```
